**Equal reversed domains and the factor 2/π**

For a sign pattern s(z) = ±1 with equal domains and period Λ = 2π/Δk, the second harmonic grows on average as in a phase-matched guide with coefficient d_eff = (2/π)d. Here d is half the quadratic susceptibility, Δk = k₂ − 2k₁ is the wavenumber mismatch, and G₁ is the first Fourier coefficient of s(z). The program asserts the Fourier coefficients against quadrature, the bound 2/π over 4096 sign patterns, and the size of the ripple between domain walls. It also asserts the forward amplitude from the full second-order wave equation, and the power and depletion laws against coupled waves stepped through every domain. The output gives |G₁| = 0.636620 and, for a weak pump, a poled-to-matched power ratio of 0.405315, against 4/π² = 0.405285. For rough thin-film lithium niobate values at 1550 nm, the period is 3.875 µm and a 10 mW pump yields 0.70 mW without depletion. Among the neglected effects sized, an assumed film-thickness gradient is the largest, with a power factor of 0.55.

## Program and output

```python
"""
Result under test: a sign pattern s(z) = +1, -1 with equal domains and period
Lambda = 2 pi / (k2 - 2 k1) makes the second harmonic grow as in a phase-matched
uniform crystal whose nonlinear coefficient is (2/pi) d.

Symbols: d  quadratic coefficient (half of chi2); k1, k2  wavenumbers of the
fundamental and harmonic; K = 2 pi / Lambda; G_m  Fourier coefficient of s(z);
D  fraction of the period with s = +1; n1, n2  effective indices; L  length.
The waveguide values are rough typical ones for thin-film lithium niobate.
"""
import cmath
import itertools
import numpy as np
from scipy import constants as sc
from scipy.integrate import solve_ivp
from scipy.optimize import brentq

pi = np.pi


def fourier_formula(m, D):
    return 2 / (pi * m) * np.exp(-1j * pi * m * D) * np.sin(pi * m * D)


# ---- Fourier coefficients from their defining integral (period = 1)
cells = 200000
z = (np.arange(cells) + 0.5) / cells
measured = {}
for D in (0.5, 0.45, 0.3):
    s = np.where(z < D, 1.0, -1.0)
    for m in range(1, 6):
        measured[D, m] = np.mean(s * np.exp(-2j * pi * m * z))
        assert abs(measured[D, m] - fourier_formula(m, D)) < 1e-7
    assert abs(np.mean(s) - (2 * D - 1)) < 1e-9
G1 = abs(measured[0.5, 1])
assert abs(G1 - 2 / pi) < 1e-8

# ---- the series rebuilds the square wave away from the walls
odd = np.arange(1, 4002, 2)
for point, value in ((0.13, 1), (0.37, 1), (0.71, -1)):
    series = 2 * np.sum((fourier_formula(odd, 0.5)
                         * np.exp(2j * pi * odd * point)).real)
    assert abs(series - value) < 2e-3

# ---- no pattern of twelve signs per period beats equal domains
edges = np.arange(13) / 12
waves = np.exp(-2j * pi * edges)
cell_integrals = (waves[:-1] - waves[1:]) / (2j * pi)
patterns = np.array(list(itertools.product((-1, 1), repeat=12)))
best = np.max(np.abs(patterns @ cell_integrals))
assert abs(best - 2 / pi) < 1e-12

# ---- running integral: exact at walls, bounded ripple between them
per_period = 4000
zz = (np.arange(4 * per_period) + 0.5) / per_period
s = np.where(zz % 1 < 0.5, 1.0, -1.0)
running = np.cumsum(s * np.exp(-2j * pi * zz)) / per_period
ends = (np.arange(4 * per_period) + 1) / per_period
departure = np.abs(running - 2 / (1j * pi) * ends)
assert np.max(departure[per_period // 2 - 1::per_period // 2]) < 1e-5
ripple = np.max(departure)
assert abs(ripple - 1 / (2 * pi)) < 1e-5

# ---- example inputs, SI units
wavelength = 1550e-9
n1, n2 = 1.90, 2.10
d = 25e-12
area = 1.5e-12
pump = 10e-3
periods = 1300
omega = 2 * pi * sc.c / wavelength
mismatch = 4 * pi * (n2 - n1) / wavelength
period = 2 * pi / mismatch
length = periods * period

# ---- full second-order wave equation, lengths in periods
k2 = 2 * pi * n2 * period / (wavelength / 2)
two_k1 = 2 * (2 * pi * n1 * period / wavelength)
state = np.array([0j, 0j])
for j in range(8):
    sign = 1 if j % 2 == 0 else -1

    def wave_equation(x, y, sign=sign):
        return [y[1], -k2**2 * y[0] - sign * np.exp(1j * two_k1 * x)]

    state = solve_ivp(wave_equation, (j / 2, (j + 1) / 2), state,
                      method="DOP853", rtol=1e-10, atol=1e-12).y[:, -1]
forward = (state[1] + 1j * k2 * state[0]) / (2j * k2) * np.exp(-4j * k2)
expected = 1j / (2 * k2) * (2 / (1j * pi)) * 4
assert abs(forward / expected - 1) < 1e-5


# ---- coupled waves stepped through every domain, SI units
def harmonic_power(power, poled=True, dk=mismatch, domains=2 * periods):
    steps = 10
    h = period / 2 / steps
    a1 = complex(np.sqrt(2 * power / (n1 * sc.epsilon_0 * sc.c * area)))
    a2 = 0j
    c1 = 1j * omega * d / (n1 * sc.c)
    c2 = 1j * omega * d / (n2 * sc.c)
    for j in range(domains):
        sign = -1 if (poled and j % 2) else 1
        for i in range(steps):
            x = j * period / 2 + i * h
            g0 = sign * cmath.exp(-1j * dk * x)
            gm = sign * cmath.exp(-1j * dk * (x + h / 2))
            ge = sign * cmath.exp(-1j * dk * (x + h))
            p1 = c1 * g0.conjugate() * a2 * a1.conjugate()
            p2 = c2 * g0 * a1 * a1
            u, v = a1 + h / 2 * p1, a2 + h / 2 * p2
            q1 = c1 * gm.conjugate() * v * u.conjugate()
            q2 = c2 * gm * u * u
            u, v = a1 + h / 2 * q1, a2 + h / 2 * q2
            r1 = c1 * gm.conjugate() * v * u.conjugate()
            r2 = c2 * gm * u * u
            u, v = a1 + h * r1, a2 + h * r2
            t1 = c1 * ge.conjugate() * v * u.conjugate()
            t2 = c2 * ge * u * u
            a1 += h / 6 * (p1 + 2 * q1 + 2 * r1 + t1)
            a2 += h / 6 * (p2 + 2 * q2 + 2 * r2 + t2)
    return 0.5 * n2 * sc.epsilon_0 * sc.c * area * abs(a2)**2


# ---- closed power formula evaluated in atomic units
bohr = sc.physical_constants["Bohr radius"][0]
hartree = sc.physical_constants["Hartree energy"][0]
time_au = sc.physical_constants["atomic unit of time"][0]
field_au = sc.physical_constants["atomic unit of electric field"][0]
c_au = 1 / sc.fine_structure
power_au = hartree / time_au


def undepleted_power(power, factor):
    w = sc.hbar * omega / hartree
    d_au = factor * d * field_au
    top = 8 * pi * (w * d_au * length / bohr * power / power_au)**2
    return top / (n1**2 * n2 * c_au**3 * area / bohr**2) * power_au


weak = 1e-5
weak_poled = harmonic_power(weak)
weak_matched = harmonic_power(weak, poled=False, dk=0.0)
assert abs(weak_poled / undepleted_power(weak, 2 / pi) - 1) < 1e-3
assert abs(weak_poled / weak_matched - 4 / pi**2) < 1e-3

ideal = undepleted_power(pump, 2 / pi)
matched = undepleted_power(pump, 1.0)
depleted = harmonic_power(pump)
strong = 0.3
strong_ratio = harmonic_power(strong) / strong
strong_tanh = np.tanh(np.sqrt(undepleted_power(strong, 2 / pi) / strong))**2
pump_tanh = np.tanh(np.sqrt(ideal / pump))**2
assert abs(depleted / pump / pump_tanh - 1) < 3e-3
assert abs(strong_ratio / strong_tanh - 1) < 3e-3
unpoled_peak = harmonic_power(pump, poled=False, domains=1)
efficiency = ideal / pump**2 / (length * 100)**2 * 100


# ---- neglected effects, each as a factor on the undepleted power
def wall_factor(walls, dk):
    """Power relative to the ideal grating, from explicit domain integrals."""
    signs = np.where(np.arange(len(walls) - 1) % 2 == 0, 1, -1)
    e = np.exp(-1j * dk * walls)
    total = np.sum(signs * (e[:-1] - e[1:])) / (1j * dk)
    return abs(total / (2 / pi * length))**2


walls = np.arange(2 * periods + 1) * period / 2
duty = 0.45
shifted = walls.copy()
shifted[1::2] += (duty - 0.5) * period
duty_factor = wall_factor(shifted, mismatch)
assert abs(duty_factor - np.sin(pi * duty)**2) < 1e-6

wall_rms = 100e-9
rng = np.random.default_rng(7)
jittered = walls.copy()
jittered[1:-1] += rng.normal(0, wall_rms, len(walls) - 2)
jitter_factor = wall_factor(jittered, mismatch)
assert abs(jitter_factor - np.exp(-(mismatch * wall_rms)**2)) < 4e-3

thermal_slope, temperature_offset = 1e-5, 5.0
index_error = thermal_slope * temperature_offset
thermal_factor = wall_factor(walls, mismatch + 4 * pi * index_error / wavelength)
half_phase = 2 * pi * index_error * length / wavelength
assert abs(thermal_factor - (np.sin(half_phase) / half_phase)**2) < 2e-3

x = (np.arange(20000) + 0.5) / 20000 * length
index_drift = 5e-4
chirp = 4 * pi / wavelength * index_drift * (x**2 / (2 * length) - x / 2)
thickness_factor = abs(np.mean(np.exp(-1j * chirp)))**2

loss1_db, loss2_db = 0.3, 1.0
alpha1 = loss1_db * 100 * np.log(10) / 10
alpha2 = loss2_db * 100 * np.log(10) / 10
loss_factor = np.mean(np.exp(-alpha1 * x - alpha2 * (length - x) / 2))**2

half_arg = brentq(lambda v: (np.sin(v) / v)**2 - 0.5, 0.5, 2.5)
half_index = half_arg * wavelength / (2 * pi * length)

print(f"|G_1| by quadrature, equal domains: {G1:.6f}")
print(f"2/pi: {2 / pi:.6f}")
print(f"power factor 4/pi^2: {4 / pi**2:.6f}")
print(f"|G_2| by quadrature: {abs(measured[0.5, 2]):.6f}")
print(f"|G_3| by quadrature: {abs(measured[0.5, 3]):.6f}")
print(f"sign patterns searched: {len(patterns)}")
print(f"largest |G_1| among them: {best:.6f}")
print(f"largest ripple / period: {ripple:.5f}")
print(f"wave equation, forward amplitude / formula: {abs(forward / expected):.6f}")
print(f"fundamental wavelength: {wavelength * 1e9:.0f} nm")
print(f"fundamental photon energy: {sc.hbar * omega / sc.e:.3f} eV")
print(f"index n1: {n1:.2f}")
print(f"index n2: {n2:.2f}")
print(f"coefficient d: {d * 1e12:.1f} pm/V")
print(f"effective area: {area * 1e12:.2f} um^2")
print(f"pump power: {pump * 1e3:.1f} mW")
print(f"mismatch: {mismatch * 1e-6:.4f} rad/um")
print(f"poling period: {period * 1e6:.3f} um")
print(f"domain length: {period * 5e5:.4f} um")
print(f"number of periods: {periods}")
print(f"guide length: {length * 1e3:.4f} mm")
print(f"ripple as a length: {ripple * period * 1e6:.3f} um")
print(f"d_eff: {2 / pi * d * 1e12:.3f} pm/V")
print(f"d_eff, converted: {2 / pi * d * field_au:.3f} atomic units")
print(f"normalized efficiency: {efficiency:.0f} %/(W cm^2)")
print(f"harmonic power, poled, undepleted: {ideal * 1e3:.4f} mW")
print(f"harmonic power, phase matched, undepleted: {matched * 1e3:.4f} mW")
print(f"harmonic power, unpoled peak: {unpoled_peak * 1e9:.3f} nW")
print(f"weak-pump ratio poled/matched, stepped: {weak_poled / weak_matched:.6f}")
print(f"harmonic power, poled, with depletion: {depleted * 1e3:.4f} mW")
print(f"depletion factor: {depleted / ideal:.4f}")
print(f"strong pump: {strong * 1e3:.0f} mW")
print(f"strong-pump conversion, stepped: {strong_ratio:.5f}")
print(f"strong-pump conversion, tanh^2: {strong_tanh:.5f}")
print(f"loss at fundamental: {loss1_db:.1f} dB/cm")
print(f"loss at harmonic: {loss2_db:.1f} dB/cm")
print(f"loss factor: {loss_factor:.4f}")
print(f"duty fraction with error: {duty:.2f}")
print(f"duty-error factor: {duty_factor:.4f}")
print(f"random wall error, rms: {wall_rms * 1e9:.0f} nm")
print(f"wall-error factor, one sample: {jitter_factor:.4f}")
print(f"slope of n2-n1 with temperature: {thermal_slope:.1e} 1/K")
print(f"temperature offset: {temperature_offset:.1f} K")
print(f"temperature factor: {thermal_factor:.4f}")
print(f"end-to-end drift of n2-n1 (about 1 nm film): {index_drift:.1e}")
print(f"thickness-gradient factor: {thickness_factor:.4f}")
print(f"uniform error of n2-n1 halving output: {half_index:.2e}")
print("all good")
```

Printed output:

```
|G_1| by quadrature, equal domains: 0.636620
2/pi: 0.636620
power factor 4/pi^2: 0.405285
|G_2| by quadrature: 0.000000
|G_3| by quadrature: 0.212207
sign patterns searched: 4096
largest |G_1| among them: 0.636620
largest ripple / period: 0.15915
wave equation, forward amplitude / formula: 1.000000
fundamental wavelength: 1550 nm
fundamental photon energy: 0.800 eV
index n1: 1.90
index n2: 2.10
coefficient d: 25.0 pm/V
effective area: 1.50 um^2
pump power: 10.0 mW
mismatch: 1.6215 rad/um
poling period: 3.875 um
domain length: 1.9375 um
number of periods: 1300
guide length: 5.0375 mm
ripple as a length: 0.617 um
d_eff: 15.915 pm/V
d_eff, converted: 8.184 atomic units
normalized efficiency: 2758 %/(W cm^2)
harmonic power, poled, undepleted: 0.6999 mW
harmonic power, phase matched, undepleted: 1.7268 mW
harmonic power, unpoled peak: 0.104 nW
weak-pump ratio poled/matched, stepped: 0.405315
harmonic power, poled, with depletion: 0.6685 mW
depletion factor: 0.9551
strong pump: 300 mW
strong-pump conversion, stepped: 0.80191
strong-pump conversion, tanh^2: 0.80191
loss at fundamental: 0.3 dB/cm
loss at harmonic: 1.0 dB/cm
loss factor: 0.9114
duty fraction with error: 0.45
duty-error factor: 0.9755
random wall error, rms: 100 nm
wall-error factor, one sample: 0.9746
slope of n2-n1 with temperature: 1.0e-05 1/K
temperature offset: 5.0 K
temperature factor: 0.6970
end-to-end drift of n2-n1 (about 1 nm film): 5.0e-04
thickness-gradient factor: 0.5473
uniform error of n2-n1 halving output: 6.81e-05
all good
```
